**Thermal change of electronic friction at fixed electron density**

For a slow heavy ion with an energy-independent transport cross section, the program tests $\eta(T)/\eta(0)=1+(\pi^2/6)t^2-(13\pi^4/720)t^4+\dots$, where $\eta$ is the friction coefficient, $t=k_BT/E_F$ and $E_F$ is the Fermi energy at zero temperature. It asserts that a direct collision integral, with anisotropic scattering and with or without Pauli blocking, agrees with the friction formula to within $2\times10^{-4}$. Further assertions cover the chemical potential, both expansion coefficients, the fixed-chemical-potential case, the classical limit, power-law cross sections and the cold drag at finite ion speed. The phase-shift solver is tested in the weak-potential limit. For the model 1 keV proton, the output shows a friction increase of 0.0058 % at 800 K and 0.898 % at 10 000 K. With a Yukawa-screened proton the change at 10 000 K is negative, −0.67 % at fixed screening and −0.57 % with readjusted screening. These Yukawa results and the nuclear stopping force are model estimates that the program prints but does not assert.

## Verification by program

```python
"""
Result under test: a slow heavy ion in a 3D electron gas of fixed density,
with an energy-independent transport cross section, feels a friction
  eta(T)/eta(0) = 1 + (pi^2/6) t^2 - (13 pi^4/720) t^4 + ...,  t = kT/EF.
Symbols: eta = -force/velocity, EF = Fermi energy at T = 0, mu = chemical
potential, f = Fermi function, sigma = transport cross section,
vF = Fermi speed, u = ion speed/vF.  Reduced energies are in units of EF.
The proton model uses Hartree atomic units and a Yukawa potential whose
screening constant alpha obeys the Friedel sum rule.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import expit, spherical_jn, spherical_yn

pi = np.pi
nodes, weights = np.polynomial.legendre.leggauss(1000)


def speed_grid(t):
    """Quadrature in x = v/vF, so that the reduced energy is x**2."""
    top = np.sqrt(1 + 45 * t)
    return 0.5 * top * (nodes + 1), 0.5 * top * weights


def moment(power, mu, t):
    """Integral of e**power * f(e) over reduced energy e."""
    x, w = speed_grid(t)
    return np.sum(w * 2 * x**(2 * power + 1) * expit((mu - x**2) / t))


def chemical_potential(t):
    return brentq(lambda mu: moment(0.5, mu, t) - 2 / 3,
                  -20 * t - 1, 1.2, xtol=1e-14, rtol=1e-14)


def friction_ratio(t, s=0.0):
    """eta(T)/eta(0) for sigma proportional to E**s, at fixed density."""
    return (2 + s) * moment(1 + s, chemical_potential(t), t)


# --- collision integral with Pauli blocking and anisotropic scattering ---
def collision_friction(t, ion_speed, anisotropy, blocking):
    """Atomic units, kF = 1; dsigma/dOmega = (1 + b cos chi)/(4 pi)."""
    temp, mu = 0.5 * t, 0.5 * chemical_potential(t)
    gk, wk = np.polynomial.legendre.leggauss(140)
    top = np.sqrt(1 + 45 * t)
    k = (0.5 * top * (gk + 1))[:, None, None, None]
    wk = (0.5 * top * wk)[:, None, None, None]
    gc, wc = np.polynomial.legendre.leggauss(10)
    c_in, w_in = gc[None, :, None, None], wc[None, :, None, None]
    c_out, w_out = gc[None, None, :, None], wc[None, None, :, None]
    phi = (2 * pi * np.arange(8) / 8)[None, None, None, :]

    def occupation(c):
        energy = 0.5 * (k**2 + ion_speed**2 + 2 * k * ion_speed * c)
        return expit((mu - energy) / temp)

    cos_chi = c_in * c_out + np.sqrt((1 - c_in**2) * (1 - c_out**2)) * np.cos(phi)
    dsigma = (1 + anisotropy * cos_chi) / (4 * pi)
    free_final = 1 - occupation(c_out) if blocking else 1.0
    integrand = (k**2 * occupation(c_in) * free_final * k * dsigma
                 * k * (c_in - c_out))
    measure = wk * w_in * w_out * (2 * pi / 8) * 2 * pi * 2 / (2 * pi)**3
    return -np.sum(measure * integrand) / ion_speed


t_test, b_test = 0.1, 0.6
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(10)
sigma_tr_test = np.sum(cos_weights * 0.5 * (1 + b_test * cos_nodes)
                       * (1 - cos_nodes))
eta_formula = sigma_tr_test / (3 * pi**2) * friction_ratio(t_test)
eta_blocked = collision_friction(t_test, 0.01, b_test, True)
eta_unblocked = collision_friction(t_test, 0.01, b_test, False)
# The finite test speed 0.01 leaves a relative error of order 1e-4.
assert abs(eta_blocked / eta_formula - 1) < 2e-4
assert abs(eta_unblocked / eta_formula - 1) < 2e-4

# --- low-temperature expansion, fixed-mu contrast, classical limit ---
t_small = 0.04
mu_small = chemical_potential(t_small)
assert abs(2 * moment(1, mu_small, t_small)
           - mu_small**2 - pi**2 * t_small**2 / 3) < 1e-9
mu_quartic = (mu_small - 1 + pi**2 * t_small**2 / 12) / t_small**4
assert abs(mu_quartic + pi**4 / 80) < 0.05
coefficient = (friction_ratio(t_small) - 1) / t_small**2
quartic = (coefficient - pi**2 / 6) / t_small**2
assert abs(coefficient - pi**2 / 6) < 2 * t_small**2
assert abs(quartic + 13 * pi**4 / 720) < 0.06
fixed_mu_coefficient = (2 * moment(1, 1.0, t_small) - 1) / t_small**2
assert abs(fixed_mu_coefficient - pi**2 / 3) < 1e-6
t_hot = 10.0
classical_ratio = 4 / 3 * np.sqrt(4 * t_hot / pi)
assert abs(friction_ratio(t_hot) / classical_ratio - 1) < 0.01

power_coefficients = {}
for s in (-1.0, -0.5, 1.0):
    measured = (friction_ratio(0.02, s) - 1) / 0.02**2
    assert abs(measured - pi**2 / 12 * (2 + s) * (1 + 2 * s)) < 0.02
    power_coefficients[s] = measured


# --- drag at finite ion speed, constant sigma ---
def shell_drag(v, u):
    """Angular mean of |u-v|(u-v) along u, for electrons of speed v."""
    v = np.asarray(v, dtype=float)
    safe = np.maximum(v, 1e-300)
    fast = 4 / 3 * (v * u + u**3 / (5 * safe))
    slow = (3 * u**2 + 2 * v**2 - v**4 / (5 * u**2)) / 3
    return np.where(v > u, fast, slow)


for v_try, u_try in ((1.0, 0.3), (0.2, 0.5)):
    direct = quad(lambda c: 0.5 * np.sqrt(u_try**2 + v_try**2
                  - 2 * u_try * v_try * c) * (u_try - v_try * c), -1, 1)[0]
    assert abs(direct - shell_drag(v_try, u_try)) < 1e-9


def cold_drag_ratio(u):
    def integrand(v):
        return 3 * v**2 * float(shell_drag(v, u)) / u
    return quad(integrand, 0, u)[0] + quad(integrand, u, 1)[0]


def hot_drag_ratio(u, t):
    x, w = speed_grid(t)
    occ = expit((chemical_potential(t) - x**2) / t)
    return np.sum(w * 3 * x**2 * occ * shell_drag(x, u)) / u


# --- example inputs (rough, round model values) ---
density_nm3 = 180.0
sigma_nm2 = 0.025
ion_energy_eV = 1000.0
temperatures_K = (800.0, 10000.0)
host_charge, host_mass_u, atoms_nm3 = 13, 27.0, 60.0

kF = (3 * pi**2 * density_nm3 * 1e27)**(1 / 3)
vF = const.hbar * kF / const.m_e
EF_eV = 0.5 * const.m_e * vF**2 / const.e
ion_speed = np.sqrt(2 * ion_energy_eV * const.e / const.m_p)
u_ion = ion_speed / vF
eta_cold = density_nm3 * 1e27 * const.m_e * vF * sigma_nm2 * 1e-18
stopping_cold = eta_cold * ion_speed / const.e * 1e-9
damping_ps = const.m_p / eta_cold * 1e12
speed_factor = cold_drag_ratio(u_ion)
assert abs(speed_factor - (1 + 0.4 * u_ion**2 - u_ion**4 / 35)) < 1e-8

# --- proton with Yukawa screening: energy-dependent cross section ---
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
EF_au = EF_eV / hartree_eV
ell = np.arange(13)[None, :]


def phase_shifts(energies, alpha, charge=1.0):
    """Phase shifts for V = -charge*exp(-alpha r)/r; rows are energies."""
    energies = np.atleast_1d(energies)[:, None]
    shape = (energies.size, ell.size)
    r_start, r_end = 1e-3, 14.0

    def rhs(r, y):
        w, dw = y.reshape((2,) + shape)
        pot = -charge * np.exp(-alpha * r) / r
        ddw = -2 * (ell + 1) / r * dw - 2 * (energies - pot) * w
        return np.concatenate((dw.ravel(), ddw.ravel()))

    slope = -charge / (ell + 1) * np.ones(shape)
    start = np.concatenate(((1 + slope * r_start).ravel(), slope.ravel()))
    sol = solve_ivp(rhs, (r_start, r_end), start, method="DOP853",
                    rtol=1e-8, atol=1e-12, t_eval=[r_end])
    assert sol.success
    w, dw = sol.y[:, -1].reshape((2,) + shape)
    wave, dwave = w, dw + (ell + 1) / r_end * w
    k = np.sqrt(2 * energies)
    x = k * r_end
    j, dj = spherical_jn(ell, x), spherical_jn(ell, x, derivative=True)
    y, dy = spherical_yn(ell, x), spherical_yn(ell, x, derivative=True)
    rj, drj = x * j, k * (j + x * dj)
    ry, dry = x * y, k * (y + x * dy)
    delta = np.arctan((drj * wave - dwave * rj) / (dry * wave - dwave * ry))
    delta[:, 0] = np.mod(delta[:, 0], pi)
    return delta


def friedel_and_sigma(energies, alpha):
    delta = phase_shifts(energies, alpha)
    displaced = 2 / pi * np.sum((2 * ell + 1) * delta, axis=1)
    jumps = np.sin(delta[:, :-1] - delta[:, 1:])**2
    sigma = 2 * pi / np.atleast_1d(energies) * np.sum(
        (ell[:, :-1] + 1) * jumps, axis=1)
    return displaced, sigma


weak = phase_shifts(0.5, 1.2, charge=0.001)[0]
z_born = 1 + 1.2**2 / 2
q0 = 0.5 * np.log((z_born + 1) / (z_born - 1))
assert abs(weak[0] / (0.001 * q0) - 1) < 0.01
assert abs(weak[1] / (0.001 * (z_born * q0 - 1)) - 1) < 0.01

alpha0 = brentq(lambda a: friedel_and_sigma(EF_au, a)[0][0] - 1, 0.6, 3.0,
                xtol=1e-8)
sigma_proton = friedel_and_sigma(EF_au, alpha0)[1][0]
pair = friedel_and_sigma(EF_au * np.array([0.98, 1.02]), alpha0)[1]
slope_s = np.log(pair[1] / pair[0]) / np.log(1.02 / 0.98)

energy_knots = np.linspace(0.05, 2.3, 46)
alpha_step = 0.01
D0, S0 = friedel_and_sigma(EF_au * energy_knots, alpha0)
D1, S1 = friedel_and_sigma(EF_au * energy_knots, alpha0 + alpha_step)
fine = np.linspace(0.05, 2.3, 6001)


def thermal_mean(values_at_knots, t):
    """Mean over -df/dE of a quantity tabulated on the energy knots."""
    occ = expit((chemical_potential(t) - fine) / t)
    values = CubicSpline(energy_knots, values_at_knots)(fine)
    return np.sum(values * occ * (1 - occ) / t) * (fine[1] - fine[0])


t_values = [const.k * T / const.e / EF_eV for T in temperatures_K]
t_high = t_values[1]
assert abs(thermal_mean(energy_knots**2, t_high)
           - friction_ratio(t_high)) < 1e-4
proton_ratio = thermal_mean(energy_knots**2 * S0, t_high) / sigma_proton
alpha_shift = ((1 - thermal_mean(D0, t_high))
               / (thermal_mean(D1 - D0, t_high) / alpha_step))
retuned_ratio = proton_ratio + alpha_shift * thermal_mean(
    energy_knots**2 * (S1 - S0), t_high) / alpha_step / sigma_proton

# --- nuclear stopping, universal Ziegler-Biersack-Littmark formula ---
proton_u = const.m_p / const.atomic_mass
screen = 1 + host_charge**0.23
mass_sum = proton_u + host_mass_u
eps = (32.53 * host_mass_u * ion_energy_eV / 1000
       / (host_charge * mass_sum * screen))
reduced = np.log(1 + 1.1383 * eps) / (
    2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * np.sqrt(eps)))
nuclear_eVcm2 = 8.462e-15 * host_charge * proton_u * reduced / (mass_sum * screen)
nuclear_stopping = nuclear_eVcm2 * 1e14 * atoms_nm3

print("TESTS, reduced quantities (no unit)")
print(f"collision integral / formula, with blocking: {eta_blocked/eta_formula:.6f}")
print(f"collision integral / formula, no blocking: {eta_unblocked/eta_formula:.6f}")
print(f"t used for the coefficients below: {t_small:.2f}")
print(f"fixed density, (eta ratio - 1)/t^2: {coefficient:.5f}")
print(f"pi^2/6: {pi**2/6:.5f}")
print(f"quartic coefficient, numerical: {quartic:.4f}")
print(f"quartic coefficient, -13 pi^4/720: {-13*pi**4/720:.4f}")
print(f"fixed mu, (eta ratio - 1)/t^2: {fixed_mu_coefficient:.5f}")
print(f"eta ratio at t = {t_hot:.0f}: {friction_ratio(t_hot):.4f}")
print(f"classical eta ratio at t = {t_hot:.0f}: {classical_ratio:.4f}")
for s, value in power_coefficients.items():
    print(f"sigma ~ E^({s:.1f}), coefficient at t = 0.02: {value:.4f}")
print("EXAMPLE INPUTS (rough model values)")
print(f"electron density: {density_nm3:.0f} nm^-3")
print(f"constant transport cross section: {sigma_nm2:.3f} nm^2")
print(f"proton energy: {ion_energy_eV:.0f} eV")
print("EXAMPLE RESULTS")
print(f"Fermi wave number: {kF*1e-9:.3f} nm^-1")
print(f"Fermi energy: {EF_eV:.3f} eV")
print(f"Fermi speed: {vF:.4e} m/s")
print(f"proton speed: {ion_speed:.4e} m/s")
print(f"proton speed / Fermi speed: {u_ion:.4f}")
print(f"cold friction coefficient: {eta_cold:.4e} kg/s")
print(f"cold linear stopping force: {stopping_cold:.3f} eV/nm")
print(f"velocity damping time: {damping_ps:.3f} ps")
for T, t in zip(temperatures_K, t_values):
    gain = friction_ratio(t) - 1
    print(f"T = {T:.0f} K: kT = {t*EF_eV:.5f} eV, kT/EF = {t:.6f}")
    print(f"  mu/EF - 1: {100*(chemical_potential(t)-1):.5f} %")
    print(f"  leading friction increase: {100*pi**2/6*t**2:.5f} %")
    print(f"  full friction increase: {100*gain:.5f} %")
    print(f"  stopping-force increase: {stopping_cold*gain:.5f} eV/nm")
print("NEGLECTED EFFECTS")
print(f"finite speed, change of cold drag: {100*(speed_factor-1):.3f} %")
print(f"thermal increase at this speed, 10000 K: "
      f"{100*(hot_drag_ratio(u_ion, t_high)/speed_factor-1):.4f} %")
print(f"Yukawa screening constant: {alpha0/bohr_nm:.3f} nm^-1")
print(f"Yukawa proton cross section at EF: {sigma_proton*bohr_nm**2:.5f} nm^2")
print(f"Yukawa d ln(sigma)/d ln(E) at EF: {slope_s:.3f}")
print(f"Yukawa friction change, 10000 K, fixed screening: "
      f"{100*(proton_ratio-1):.3f} %")
print(f"screening constant change at 10000 K: {100*alpha_shift/alpha0:.3f} %")
print(f"Yukawa friction change, 10000 K, readjusted screening: "
      f"{100*(retuned_ratio-1):.3f} %")
print(f"host values: Z = {host_charge}, mass = {host_mass_u:.0f} u, "
      f"{atoms_nm3:.0f} atoms/nm^3")
print(f"nuclear stopping force: {nuclear_stopping:.3f} eV/nm")
print(f"nuclear / cold electronic: {100*nuclear_stopping/stopping_cold:.2f} %")
print("no test failed")
```

Output:

```
TESTS, reduced quantities (no unit)
collision integral / formula, with blocking: 1.000039
collision integral / formula, no blocking: 1.000039
t used for the coefficients below: 0.04
fixed density, (eta ratio - 1)/t^2: 1.64208
pi^2/6: 1.64493
quartic coefficient, numerical: -1.7859
quartic coefficient, -13 pi^4/720: -1.7588
fixed mu, (eta ratio - 1)/t^2: 3.28987
eta ratio at t = 10: 4.7694
classical eta ratio at t = 10: 4.7577
sigma ~ E^(-1.0), coefficient at t = 0.02: -0.8230
sigma ~ E^(-0.5), coefficient at t = 0.02: -0.0000
sigma ~ E^(1.0), coefficient at t = 0.02: 7.3983
EXAMPLE INPUTS (rough model values)
electron density: 180 nm^-3
constant transport cross section: 0.025 nm^2
proton energy: 1000 eV
EXAMPLE RESULTS
Fermi wave number: 17.468 nm^-1
Fermi energy: 11.625 eV
Fermi speed: 2.0222e+06 m/s
proton speed: 4.3769e+05 m/s
proton speed / Fermi speed: 0.2164
cold friction coefficient: 8.2893e-15 kg/s
cold linear stopping force: 22.645 eV/nm
velocity damping time: 0.202 ps
T = 800 K: kT = 0.06894 eV, kT/EF = 0.005930
  mu/EF - 1: -0.00289 %
  leading friction increase: 0.00579 %
  full friction increase: 0.00578 %
  stopping-force increase: 0.00131 eV/nm
T = 10000 K: kT = 0.86173 eV, kT/EF = 0.074129
  mu/EF - 1: -0.45581 %
  leading friction increase: 0.90391 %
  full friction increase: 0.89827 %
  stopping-force increase: 0.20342 eV/nm
NEGLECTED EFFECTS
finite speed, change of cold drag: 1.868 %
thermal increase at this speed, 10000 K: 0.8734 %
Yukawa screening constant: 23.431 nm^-1
Yukawa proton cross section at EF: 0.02233 nm^2
Yukawa d ln(sigma)/d ln(E) at EF: -1.404
Yukawa friction change, 10000 K, fixed screening: -0.674 %
screening constant change at 10000 K: -0.086 %
Yukawa friction change, 10000 K, readjusted screening: -0.565 %
host values: Z = 13, mass = 27 u, 60 atoms/nm^3
nuclear stopping force: 2.740 eV/nm
nuclear / cold electronic: 12.10 %
no test failed
```
